# Why round-off does not spoil inverse iteration near an eigenvalue: a numerical check

```python
"""Inverse iteration with a nearly singular shifted symmetric matrix.

Result under test: let M = A - shift*I, M x = b exactly, xhat the computed
solution, r = b - M xhat, eta = |r|/|xhat|, error e = xhat - x.
v is the wanted unit eigenvector, delta = (its eigenvalue) - shift,
gap = distance from shift to the nearest other eigenvalue, P projects off v.
Then   sin(e, v)    <= eta |xhat| / (gap |e|)
and    sin(xhat, v) <= (eta + |P b| (|delta| + eta) / |v.b|) / gap.
Exact solutions and eigenvectors are computed with 50 decimal digits for the
same stored matrix, shift and start. Energies in hartree, lengths in bohr.
"""
import numpy as np
from mpmath import mp

mp.dps = 50
SLACK = 1 + mp.mpf(10) ** (-20)   # covers the 50-digit reference arithmetic


def eliminate(matrix, rhs, pivoting=True):
    """Gaussian elimination; a zero pivot is replaced by a rounding-size one."""
    upper, y = matrix.copy(), rhs.copy()
    size = len(y)
    tiny = np.finfo(upper.dtype).eps * np.abs(upper).max()
    for c in range(size):
        if pivoting:
            p = c + int(np.argmax(np.abs(upper[c:, c])))
            upper[[c, p]] = upper[[p, c]]
            y[[c, p]] = y[[p, c]]
        if upper[c, c] == 0:
            upper[c, c] = tiny
        factors = upper[c + 1:, c] / upper[c, c]
        upper[c + 1:, c:] -= np.outer(factors, upper[c, c:])
        y[c + 1:] -= factors * y[c]
    x = np.zeros_like(y)
    for c in reversed(range(size)):
        x[c] = (y[c] - upper[c, c + 1:] @ x[c + 1:]) / upper[c, c]
    return x


def length(vector):
    return mp.norm(vector, 2)


def remove(vector, basis):
    """Part of vector orthogonal to the orthonormal vectors in basis."""
    rest = vector.copy()
    for u in basis:
        rest = rest - u * mp.fdot(u, vector)
    return rest


def sine(vector, basis):
    return length(remove(vector, basis)) / length(vector)


SITES, SPACING, HALF_BARRIER = 31, 0.25, 4


def build(barrier):
    """Finite-difference Hamiltonian and its 50-digit eigenpairs."""
    hop = 0.5 / SPACING ** 2
    index = np.arange(SITES) - SITES // 2
    potential = np.where(np.abs(index) <= HALF_BARRIER, float(barrier), 0.0)
    h = np.diag(2 * hop + potential)
    h -= hop * (np.eye(SITES, k=1) + np.eye(SITES, k=-1))
    exact_h = mp.matrix(h.tolist())
    levels, columns = mp.eigsy(exact_h)
    vectors = [columns[:, j] for j in range(SITES)]
    if mp.fsum(vectors[0]) < 0:
        vectors[0] = -vectors[0]
    return h, exact_h, levels, vectors


def examine(problem, shift, start, precision=np.float64):
    """One inverse-iteration solve, compared with the exact solution."""
    h, exact_h, levels, vectors = problem
    v = vectors[0]
    shifted = (h - shift * np.eye(SITES)).astype(precision)
    computed = eliminate(shifted, start.astype(precision)).astype(float)
    exact_m = exact_h - mp.mpf(shift) * mp.eye(SITES)
    b, xhat = mp.matrix(start.tolist()), mp.matrix(computed.tolist())
    x = mp.lu_solve(exact_m, b)
    error, r = xhat - x, b - exact_m * xhat
    delta = levels[0] - mp.mpf(shift)
    gap = min(abs(levels[j] - mp.mpf(shift)) for j in range(1, SITES))
    eta = length(r) / length(xhat)
    beta, rho = mp.fdot(v, b), mp.fdot(v, r)
    off_b, off_r = length(remove(b, [v])), length(remove(r, [v]))
    off_e, off_x = length(remove(error, [v])), length(remove(xhat, [v]))
    # error from the 50-digit solve against residual divided by eigenvalue
    along_e = mp.fdot(v, error)
    assert abs(along_e + rho / delta) <= mp.mpf(10) ** (-20) * length(error)
    assert off_e <= SLACK * off_r / gap
    assert off_x <= SLACK * (off_b + off_r) / gap
    sin_e, sin_x = sine(error, [v]), sine(xhat, [v])
    assert sin_e <= SLACK * eta * length(xhat) / (gap * length(error))
    bound = mp.inf
    if abs(beta) > mp.mpf(10) ** (-20):
        assert length(xhat) * SLACK >= abs(beta) / (abs(delta) + eta)
        bound = (eta + off_b * (abs(delta) + eta) / abs(beta)) / gap
        assert sin_x <= SLACK * bound
    return dict(computed=computed, xhat=xhat, x=x, error=error, delta=delta,
                gap=gap, eta=eta, beta=beta, rho=rho, off_b=off_b,
                off_r=off_r, off_e=off_e, off_x=off_x, along_e=along_e,
                along_x=mp.fdot(v, xhat), sin_e=sin_e, sin_x=sin_x,
                sin_exact=sine(x, [v]), bound=bound,
                relative=length(error) / length(x),
                size=max(abs(e - mp.mpf(shift)) for e in levels))


def show(label, value, unit=""):
    print(f"{label}: {float(value):.4e} {unit}".rstrip())


# Isolated ground state
low = build(1.0)
ramp = np.arange(1, SITES + 1, dtype=float)
ramp /= np.linalg.norm(ramp)
nearest = float(low[2][0])
runs = [examine(low, nearest - d, ramp)
        for d in (1e-2, 1e-5, 1e-8, 1e-11, 1e-14, 0.0)]
far, close = runs[0], runs[-1]
assert far["relative"] < 1e-11 and close["relative"] > 0.1
assert close["sin_e"] < 1e-12 and close["sin_x"] < 1e-12
assert far["sin_e"] > 1e6 * close["sin_e"]

print(f"Grid: {SITES} points, spacing {SPACING} bohr")
print(f"Barrier: 1 hartree on {2 * HALF_BARRIER + 1} central points")
print(f"Ground level: {float(low[2][0]):.10f} hartree")
print(f"First excited level: {float(low[2][1]):.10f} hartree")
print("Columns: |delta| (hartree), |e|/|x|, sin(e,v), sin(xhat,v), sin(x,v)")
for run in runs:
    print("  ".join(f"{float(abs(run[k])):.2e}" for k in
                    ("delta", "relative", "sin_e", "sin_x", "sin_exact")))
print("Closest shift in detail:")
show("delta", close["delta"], "hartree")
show("gap g", close["gap"], "hartree")
show("norm of M", close["size"], "hartree")
show("condition number", close["size"] / abs(close["delta"]))
show("eta", close["eta"], "hartree")
show("eta/(machine epsilon * norm of M)",
     close["eta"] / (np.finfo(float).eps * close["size"]))
show("v.b", close["beta"])
show("|P b|", close["off_b"])
show("v.r", close["rho"])
show("|P r|", close["off_r"])
show("|x|", length(close["x"]), "1/hartree")
show("|xhat|", length(close["xhat"]), "1/hartree")
show("v.xhat", close["along_x"], "1/hartree")
show("|P xhat|", close["off_x"], "1/hartree")
show("v.e", close["along_e"], "1/hartree")
show("|P e|", close["off_e"], "1/hartree")
show("bound on sin(xhat,v)", close["bound"])

# A second step from the normalized first result
second_start = close["computed"] / np.linalg.norm(close["computed"])
second = examine(low, nearest, second_start)
assert second["sin_x"] < 1e-12
show("Second step sin(xhat,v)", second["sin_x"])
show("Second step eta/g", second["eta"] / second["gap"])

# Larger backward error from single-precision elimination
single = examine(low, nearest, ramp, np.float32)
assert single["eta"] > 1e4 * close["eta"]
assert single["sin_x"] > 1e4 * close["sin_x"]
show("Single precision eta", single["eta"], "hartree")
show("Single precision sin(xhat,v)", single["sin_x"])
show("Single precision bound", single["bound"])

# Odd start: no component along the even ground state
odd = np.arange(SITES, dtype=float) - SITES // 2
odd /= np.linalg.norm(odd)
deficient = examine(low, nearest - 1e-8, odd)
assert abs(deficient["beta"]) < 1e-30 and deficient["sin_x"] > 0.9
show("Odd start |delta|", abs(deficient["delta"]), "hartree")
show("Odd start sin(xhat,v)", deficient["sin_x"])

# Tunnelling doublet too narrow for double precision; even start
high = build(1000.0)
even = np.ones(SITES) / np.sqrt(SITES)
doublet = examine(high, float(high[2][0]), even)
splitting = high[2][1] - high[2][0]
plane_sine = sine(doublet["xhat"], high[3][:2])
assert 0 < splitting < 1e-17 and splitting < doublet["eta"]
assert doublet["sin_exact"] < 1e-10
assert doublet["sin_x"] > 1e-3 and plane_sine < 1e-12
print("Doublet case: barrier 1000 hartree, even start")
show("Doublet splitting", splitting, "hartree")
show("Doublet eta", doublet["eta"], "hartree")
show("Doublet sin(x,v), exact solution", doublet["sin_exact"])
show("Doublet sin(xhat,v)", doublet["sin_x"])
show("Doublet sin(xhat,plane)", plane_sine)

# Same singular matrix with and without row exchanges
small = np.array([[0.0, 1.0, 1.0], [1.0, 1.0, 2.0], [1.0, 2.0, 3.0]])
null = mp.matrix([1, 1, -1]) / mp.sqrt(3)
assert length(mp.matrix(small.tolist()) * null) < mp.mpf(10) ** (-45)
small_shift = -2.0 ** -60
small_start = np.array([1.0, 0.0, 0.0])
small_m = mp.matrix(small.tolist()) - mp.mpf(small_shift) * mp.eye(3)
outcome = {}
for pivoting in (True, False):
    answer = eliminate(small - small_shift * np.eye(3), small_start, pivoting)
    answer = mp.matrix(answer.tolist())
    rest = mp.matrix(small_start.tolist()) - small_m * answer
    outcome[pivoting] = (length(rest) / length(answer), sine(answer, [null]))
    name = "with" if pivoting else "without"
    show(f"3x3 {name} row exchanges, eta", outcome[pivoting][0])
    show(f"3x3 {name} row exchanges, sine", outcome[pivoting][1])
assert outcome[True][0] < 1e-14 and outcome[True][1] < 1e-14
assert outcome[False][0] > 1 and outcome[False][1] > 0.5

print("ALL CHECKS PASSED")
```

It prints:

```
Grid: 31 points, spacing 0.25 bohr
Barrier: 1 hartree on 9 central points
Ground level: 0.3532957146 hartree
First excited level: 0.3889723466 hartree
Columns: |delta| (hartree), |e|/|x|, sin(e,v), sin(xhat,v), sin(x,v)
1.00e-02  1.31e-14  3.62e-01  1.12e-01  1.12e-01
1.00e-05  1.18e-11  6.44e-04  1.44e-04  1.44e-04
1.00e-08  4.72e-08  5.53e-08  1.44e-07  1.44e-07
1.00e-11  4.01e-05  5.47e-10  1.44e-10  1.44e-10
9.98e-15  7.52e-02  3.36e-14  1.31e-13  1.44e-13
8.42e-18  1.02e+00  5.89e-17  7.60e-15  1.21e-16
Closest shift in detail:
delta: -8.4212e-18 hartree
gap g: 3.5677e-02 hartree
norm of M: 3.2301e+01 hartree
condition number: 3.8357e+18
eta: 1.0724e-15 hartree
eta/(machine epsilon * norm of M): 1.4951e-01
v.b: 8.1364e-01
|P b|: 5.8136e-01
v.r: 8.3298e-01
|P r|: 2.3168e+00
|x|: 9.6619e+16 1/hartree
|xhat|: 2.2959e+15 1/hartree
v.xhat: 2.2959e+15 1/hartree
|P xhat|: 1.7445e+01 1/hartree
v.e: 9.8915e+16 1/hartree
|P e|: 5.8265e+00 1/hartree
bound on sin(xhat,v): 5.1703e-14
Second step sin(xhat,v): 6.0716e-15
Second step eta/g: 2.8208e-14
Single precision eta: 1.0614e-06 hartree
Single precision sin(xhat,v): 7.2218e-07
Single precision bound: 5.1007e-05
Odd start |delta|: 1.0000e-08 hartree
Odd start sin(xhat,v): 1.0000e+00
Doublet case: barrier 1000 hartree, even start
Doublet splitting: 2.1176e-20 hartree
Doublet eta: 7.8930e-16 hartree
Doublet sin(x,v), exact solution: 9.8111e-19
Doublet sin(xhat,v): 6.0146e-01
Doublet sin(xhat,plane): 6.1460e-17
3x3 with row exchanges, eta: 3.8409e-16
3x3 with row exchanges, sine: 5.4390e-16
3x3 without row exchanges, eta: 2.2361e+00
3x3 without row exchanges, sine: 8.1650e-01
ALL CHECKS PASSED
```
